\section*{Median and Mean Energy of Sputtered Atoms in the Thompson Model}

\section{The problem}

An ion that strikes a solid sets off a cascade of collisions, and some of the atoms set moving cross the surface and leave. To leave, an atom must pay the surface binding energy $U$. Let $E$ be the kinetic energy of an atom after it has left. The untruncated Thompson model gives the fraction of sputtered atoms per unit energy as
\begin{equation}
f(E)=\frac{2UE}{(E+U)^3},\qquad 0<E<\infty ,
\label{eq:f}
\end{equation}
counting atoms emitted in all outward directions. ``Untruncated'' means that the energy range has no upper end, although a real ion has only a finite energy to share.

\begin{enumerate}
\item Estimate, by scaling alone, the energy below which half the atoms leave, and how the mean energy behaves.
\item Show that $f$ is normalized, and find the median energy $E_{1/2}$.
\item Find the contribution to the mean from energies below a cap $C$, and its behaviour as $C\to\infty$.
\item Evaluate the results for copper struck by argon ions of 1000 eV, taking $U=3.5$ eV, and find how far a finite highest energy changes them.
\end{enumerate}

\subsection*{Where the density comes from}

The model has two assumptions. The first is that the cascade has lost all memory of the ion's direction. The flux of moving atoms arriving at the surface from inside, per unit energy and solid angle, is then taken as proportional to $\cos\theta_i/E_i^2$, where $E_i$ is the energy inside and $\theta_i$ the angle from the outward normal. The factor $\cos\theta_i$ is the usual projection of an isotropic population on a plane. The power $E_i^{-2}$ is an input from the theory of linear cascades, in which moving atoms are so few that they strike only atoms at rest. It is not derived here.

The second assumption is that the surface is a planar barrier. It pulls along the normal, so the motion parallel to the surface is unchanged and the energy $U$ is taken from the normal motion alone. An atom escapes if
\begin{equation}
E_i\cos^2\theta_i>U .
\end{equation}
Put $w=\cos^2\theta_i$. The angular weight, integrated over azimuth, is
\begin{equation}
2\pi\cos\theta_i\sin\theta_i\,|d\theta_i|=\pi\,|dw| ,
\end{equation}
so $w$ is spread uniformly between 0 and 1. The escaping fraction is the part of this interval with $w>U/E_i$, which is $1-U/E_i$ for $E_i>U$ and zero otherwise. Multiplying by the interior spectrum and setting $E_i=E+U$, with $dE_i=dE$, gives
\begin{equation}
\frac{1}{E_i^2}\left(1-\frac{U}{E_i}\right)=\frac{E_i-U}{E_i^3}=\frac{E}{(E+U)^3}.
\end{equation}
This is the shape in Eq.~(\ref{eq:f}). The factor $2U$ is settled by normalization.

\section{A first estimate by scaling}

The density contains one energy, $U$. The median must therefore be a pure number times $U$, and the two ends of the spectrum limit that number.

Since $(E+U)^3>U^3$, the density obeys $f<2E/U^2$, which is also its form for $E\ll U$. Integrating from zero, the fraction of atoms below $E$ is less than $E^2/U^2$. At the median this fraction is $1/2$, so $E_{1/2}>U/\sqrt2$.

Since $(E+U)^3>E^3$, the density also obeys $f<2U/E^2$, which is its form for $E\gg U$. Integrating from $E$ to infinity, the fraction above $E$ is less than $2U/E$. At the median this gives $E_{1/2}<4U$. Together,
\begin{equation}
0.71\,U<E_{1/2}<4\,U .
\label{eq:bracket}
\end{equation}
With no reason to favour either end, a single guess is the geometric mean of the bounds, $(4/\sqrt2)^{1/2}U=1.68\,U$. For $U=3.5$ eV it is 5.9 eV.

The mean behaves differently. At high energy the integrand $E f(E)$ tends to $2U/E$, whose integral is a logarithm. If the high-energy form is used from about $U$ up to a cap $C$, the contribution to the mean is
\begin{equation}
\int_U^C\frac{2U}{E}\,dE=2U\ln\frac{C}{U}.
\label{eq:estimate}
\end{equation}
This grows without limit, so the estimate predicts a finite median and an infinite mean.

\section{The exact solution}

\subsection{Normalization and the cumulative fraction}

Let $F(E)$ be the fraction of atoms leaving with energy below $E$. Substitute $s=1+E'/U$ for the integration variable $E'$, so that $E'=U(s-1)$, $E'+U=Us$ and $dE'=U\,ds$. The upper limit becomes $t=1+E/U$. The powers of $U$ cancel:
\begin{align}
F(E)&=\int_0^E\frac{2UE'}{(E'+U)^3}\,dE'
=2\int_1^t\frac{s-1}{s^3}\,ds\\
&=2\left[-\frac1s+\frac1{2s^2}\right]_1^t
=2\left(-\frac1t+\frac1{2t^2}+\frac12\right)\\
&=1-\frac2t+\frac1{t^2}=\left(1-\frac1t\right)^2 .
\end{align}
Because $1-1/t=E/(E+U)$,
\begin{equation}
F(E)=\left(\frac{E}{E+U}\right)^2 .
\label{eq:F}
\end{equation}
As $E\to\infty$ this tends to 1, which proves the normalization. At $E=U$ it equals $1/4$: three quarters of the atoms leave with more energy than the barrier took from them.

\subsection{The median}

The density is positive for $E>0$, so $F$ rises steadily from 0 to 1 and takes the value $1/2$ once. Both $E$ and $E+U$ are positive, so the positive square root applies:
\begin{equation}
\frac{E_{1/2}}{E_{1/2}+U}=\frac1{\sqrt2}
\quad\Longrightarrow\quad
(\sqrt2-1)E_{1/2}=U .
\end{equation}
Multiplying both sides by $\sqrt2+1$, and using $(\sqrt2-1)(\sqrt2+1)=1$, gives
\begin{equation}
\boxed{E_{1/2}=(1+\sqrt2)\,U=2.414\,U.}
\label{eq:median}
\end{equation}

The median is not the most probable energy. The derivative
\begin{equation}
\frac{df}{dE}=2U\,\frac{(E+U)-3E}{(E+U)^4}
=2U\,\frac{U-2E}{(E+U)^4}
\end{equation}
changes from positive to negative at $E=U/2$, where the spectrum peaks. The long tail places the median almost five times higher.

\subsection{The mean}

Let $M(C)$ be the part of the mean that comes from energies below $C$. The same substitution, now with upper limit $T=1+C/U$, gives
\begin{align}
M(C)&=\int_0^C E f(E)\,dE
=2U\int_1^T\frac{(s-1)^2}{s^3}\,ds\\
&=2U\int_1^T\left(\frac1s-\frac2{s^2}+\frac1{s^3}\right)ds
=2U\left[\ln s+\frac2s-\frac1{2s^2}\right]_1^T .
\end{align}
The bracket equals $2-\tfrac12=\tfrac32$ at the lower limit, so
\begin{equation}
M(C)=2U\left[\ln T-\frac32+\frac2T-\frac1{2T^2}\right].
\label{eq:M}
\end{equation}
For $C\gg U$ the last two terms vanish and $\ln T$ approaches $\ln(C/U)$:
\begin{equation}
M(C)\simeq2U\left(\ln\frac CU-\frac32\right).
\label{eq:asymp}
\end{equation}
The mean therefore diverges logarithmically. In the limit of large $C$, each tenfold increase of the cap adds $2U\ln10$.

There is no conflict with the finite median. From Eq.~(\ref{eq:F}), the fraction of atoms above $E$ is
\begin{equation}
1-F(E)=\frac{(E+U)^2-E^2}{(E+U)^2}=\frac{U(2E+U)}{(E+U)^2},
\label{eq:above}
\end{equation}
which falls as $2U/E$ for $E\gg U$. Atoms of very high energy become rare, but each carries an energy that rises as fast as their number falls. The median counts atoms, while the mean weights them by energy.

\subsection{A finite highest energy}

Now let no atom leave with more than $C$, and keep the shape of $f$ below that energy. The fraction $F(C)$ of the old distribution survives, so the new density is $f/F(C)$ and its mean is
\begin{equation}
\langle E\rangle_C=\frac{M(C)}{F(C)},
\label{eq:meanC}
\end{equation}
which is finite. The new median satisfies $F(E)=F(C)/2$. Taking square roots,
\begin{equation}
\frac{E}{E+U}=q,\qquad q=\frac1{\sqrt2}\,\frac{C}{C+U},
\qquad E=\frac{qU}{1-q}.
\label{eq:medC}
\end{equation}

To see how quickly the median settles, expand for $C\gg U$. Then $F(C)\simeq1-2U/C$, so the target value of $F$ drops from $1/2$ by $U/C$. The energy shifts by this amount divided by the slope of $F$, which is $f(E_{1/2})$. At the median $E/(E+U)=1/\sqrt2$ and $E+U=(2+\sqrt2)U$, hence
\begin{equation}
f(E_{1/2})=\frac{2U}{\sqrt2\,(2+\sqrt2)^2U^2}=\frac{0.121}{U},
\qquad
\Delta E_{1/2}\simeq-8.24\,\frac{U^2}{C}.
\label{eq:shift}
\end{equation}
The correction to the median vanishes as $1/C$, while the mean keeps growing as $\ln C$.

\section{Copper under argon ions}

The value $U=3.5$ eV is a rough typical one for copper. Equation~(\ref{eq:median}) gives
\begin{equation}
E_{1/2}=2.414\times3.5\ \mathrm{eV}=8.45\ \mathrm{eV}
\end{equation}
or 0.31 hartree. The spectrum peaks at 1.75 eV. By Eq.~(\ref{eq:above}), the fraction of atoms above 100 eV is $3.5\times203.5/103.5^2=0.066$. The contribution to the mean, from Eq.~(\ref{eq:M}), grows with the cap as follows.

\begin{center}
\begin{tabular}{rr}
$C$ (eV) & $M(C)$ (eV)\\
$10^2$ & 13.68\\
$10^3$ & 29.16\\
$10^4$ & 45.21\\
$10^5$ & 61.32\\
$10^6$ & 77.44
\end{tabular}
\end{center}

The steps between rows are 15.48, 16.05, 16.11 and 16.12 eV, approaching $2U\ln10=16.12$ eV. The larger caps show the mathematical trend and are not energies available in this example.

The available energy follows from one elastic collision. An ion of mass $m_1$ and speed $v$ meets an atom of mass $m_2$ at rest. The centre of mass moves at $V=m_1v/(m_1+m_2)$, and in its frame the atom has speed $V$ before and after the collision. Back in the laboratory its speed is largest, $2V$, when the collision is head-on. The ratio of its energy to that of the ion is then
\begin{equation}
\Lambda=\frac{m_2(2V)^2}{m_1v^2}=\frac{4m_1m_2}{(m_1+m_2)^2}
=\frac{4\times40\times63.5}{103.5^2}=0.948,
\end{equation}
with rounded masses in atomic mass units. The largest recoil energy is $T_{\max}=948.4$ eV. In a linear cascade only atoms at rest are struck, so no later collision gives an atom more than this. After paying $U$, an atom can then leave with at most $C=944.9$ eV. This is a generous bound: at normal incidence the head-on recoil moves into the solid and must be turned round before it can escape. For example, a recoil sent off at angle $\theta$ to the ion's path has energy $T_{\max}\cos^2\theta$. If one further collision with a copper atom must complete the turn to $90^\circ$, it keeps at most $T_{\max}\cos^2\theta\sin^2\theta\le T_{\max}/4=237$ eV. Other paths allow more, but with this value in place of $T_{\max}$ Eqs.~(\ref{eq:meanC}) and (\ref{eq:medC}) give a mean of 19.8 eV and a median of 8.04 eV: the mean is sensitive to the cap and the median is not.

With this sharp cap, Eq.~(\ref{eq:medC}) gives a median of 8.34 eV. The shift of $-0.11$ eV agrees with Eq.~(\ref{eq:shift}), which gives $-8.24\times3.5^2/944.9=-0.11$ eV. Equation~(\ref{eq:meanC}) gives a mean of 29.0 eV, about three and a half times the median. This mean, like the fraction 0.066 above 100 eV, rests on a full $E^{-2}$ tail reaching to the cap. Both are properties of the model and overestimates for copper at 1000 eV, where the true mean may be less than half as large. The slower half of the atoms carries 6.5\% of the emitted energy, and the faster half carries the rest.

\subsection*{How far the model can be trusted}

The parameters are those of copper in an ion-beam sputtering source, but real emission does not follow a full Thompson spectrum up to a sharp edge. The following variations keep $U=3.5$ eV and change one assumption at a time. The medians and means quoted for them were found by numerical integration, with root finding for the medians.

\begin{itemize}
\item \emph{Gradual cutoff.} Multiplying $f$ by the trial factor $1-\sqrt{(E+U)/T_{\max}}$, and normalizing again, thins out fast atoms well before the limit. The median becomes 7.4 eV, 12\% below the untruncated value. The mean becomes 20 eV, 31\% below that of the sharp cap.
\item \emph{Interior spectrum.} Replacing $E_i^{-2}$ by $E_i^{-1.8}$, with a planar barrier and no cap, gives a density proportional to $E/(E+U)^{2.8}$. The median rises to 11.7 eV, or by 38\%. Since $Ef$ now falls as $E^{-0.8}$, the mean diverges as $C^{0.2}$ instead of logarithmically.
\item \emph{Barrier shape.} If the barrier took $U$ from the total energy, whatever the direction, every atom with $E_i>U$ would escape. The uncapped density would be $U/(E+U)^2$, its cumulative fraction $E/(E+U)$, and its median $U=3.5$ eV, which is 59\% lower.
\end{itemize}

With these particular values the barrier shape moves the median most, but the order depends on the exponent chosen: $E_i^{-1.7}$ raises the uncapped median by 70\% and $E_i^{-1.6}$ by 118\%. The number 2.414 thus belongs to three assumptions together: an isotropic interior population, an $E_i^{-2}$ interior spectrum and a planar barrier. The isotropy is itself an idealization at 1000 eV. The cascade carries momentum received from the ion, so its faster atoms still tend to move along the ion's direction. At normal incidence that direction is inward. Because this bias grows with the energy of the atom, it thins the fast tail of the emitted atoms more than the slow part and tends to lower both the median and the mean. An inward bias of equal strength at all energies would raise them instead, since the slowest escaping atoms are those moving closest to the outward normal. The thermal energy at 300 K, 0.026 eV, is small beside both $U$ and the median. At high fluence, implanted argon and a changed surface may alter $U$. The model does not predict that change, but its untruncated median is proportional to $U$, so a 10\% change in $U$ moves it by 10\%. Collisions with gas after the atoms have left the target are also outside the model.

\section{Comparison of the estimate with the solution}

The median $2.414\,U$ lies inside the bracket of Eq.~(\ref{eq:bracket}). The single guess $1.68\,U$ is 30\% too low. The bracket is wide because the median falls where neither limiting form of $f$ is accurate. At $E=2.414\,U$ the high-energy form $2U/E^2$ exceeds the true density by the factor $[(E+U)/E]^3=2^{3/2}=2.8$, and the low-energy form is worse still. Scaling fixes the proportionality to $U$, but the number needs the integral.

For the mean, the estimate in Eq.~(\ref{eq:estimate}) has the correct logarithm and the correct coefficient $2U$. Comparison with Eq.~(\ref{eq:asymp}) shows that it misses the constant $-3U$, here $-10.5$ eV. The high-energy form overstates the density at energies of a few $U$, and this excess remains in the total however large the cap. At $C=1000$ eV the estimate is $7\ln(1000/3.5)=39.6$ eV against 29.2 eV, an excess of 36\%. At $C=10^6$ eV it is 87.9 eV against 77.4 eV, an excess of 14\%. The absolute error tends to a constant, so the relative error falls only as slowly as the logarithm grows.

All numerical values are calculated from the stated model.
